# Why the CCSD energy error is linear in the amplitude error, part 2

A user's CCSD energy still moves in the fifth or sixth decimal when the amplitude update drops below $10^{-4}$. The variational rule, an energy error quadratic in the parameter error, had suggested $10^{-8}$ hartree. Why does it fail, and what does converge quadratically?

Hartree atomic units and real orbitals are used. The reference $|0\rangle$ is a determinant with occupied spin orbitals $i,j$ and virtual ones $a,b$, and $\langle0|H|0\rangle$ is subtracted from $H$. The single and double excitation operators $\tau_\mu$ commute, and the states $|\mu\rangle=\tau_\mu|0\rangle$ are orthonormal. With $T=\sum_\mu t_\mu\tau_\mu$ and $\bar H=e^{-T}He^{T}$,

$$E(t)=\langle0|\bar H|0\rangle,\qquad R_\mu(t)=\langle\mu|\bar H|0\rangle .$$

The solution $t^*$ has $R(t^*)=0$ and $E^*=E(t^*)$, the error is $\delta=t-t^*$, and norms are Euclidean unless marked; $\|\eta\|_1=\sum_\mu|\eta_\mu|$.

For an eigenvector $c_0$ of $H$ with eigenvalue $E_0$, displaced to $|c\rangle=|c_0\rangle+s|d\rangle$ ($c_0$, $d$ orthonormal), the variational and projected energies obey

$$\frac{\langle c|H|c\rangle}{\langle c|c\rangle}-E_0=\frac{s^2\left(\langle d|H|d\rangle-E_0\right)}{1+s^2}. \tag{1}$$

$$\frac{\langle0|H|c\rangle}{\langle0|c\rangle}-E_0=\frac{\langle0|(H-E_0)|c\rangle}{\langle0|c\rangle}=\frac{s\,\langle0|(H-E_0)|d\rangle}{\langle0|c_0\rangle+s\langle0|d\rangle}. \tag{2}$$

The coupled-cluster energy obeys, exactly,

$$E(t^*+\delta)-E^*=\eta\cdot\delta+\frac12\sum_{ia,jb}\langle ij\|ab\rangle\delta_i^a\delta_j^b, \tag{3}$$

where $\eta$ is the gradient of $E$ at $t^*$, with doubles part $\eta_{ij}^{ab}=\langle ij\|ab\rangle$. Thus $|\eta\cdot\delta|\le\|\eta\|\,\|\delta\|$, attained for $\delta\parallel\eta$.

The Jacobian of $R$ at $t^*$ is $A_{\mu\nu}=\langle\mu|[\bar H,\tau_\nu]|0\rangle$, assumed nonsingular; $\eta(t)$ and $A(t)$ denote the same derivatives at $t$. The Lagrangian is $L(t,\lambda)=E(t)+\lambda\cdot R(t)$. Its multipliers $\lambda^*$, with $\Lambda^*=\sum_\mu\lambda^*_\mu\tau_\mu^\dagger$, solve the lambda equations

$$\eta+A^{\mathsf T}\lambda^*=0. \tag{5}$$

Then

$$L(t^*+\delta,\lambda^*)-E^*=\tfrac12\,\delta\cdot K\delta+O(\delta^3),\qquad K_{\mu\nu}=\langle0|(1+\Lambda^*)[[\bar H,\tau_\mu],\tau_\nu]|0\rangle. \tag{6}$$

$$E(t)-E^*=-\lambda^*\cdot R(t)+O(\delta^2). \tag{7}$$

$K$ is symmetric but need not be positive, so $L$ gives no bound. For $H+xV$ at fixed orbitals, the response formula is $dE/dx=\langle0|(1+\Lambda^*)e^{-T}Ve^{T}|0\rangle$.

**Inexact multipliers**

The statement that the Lagrangian is quadratic needs a condition, because $\lambda^*$ is not known before $t^*$ is. With $\lambda=\lambda^*+\varepsilon$, linearity in $\lambda$ gives $L(t,\lambda)=L(t,\lambda^*)+\varepsilon\cdot R(t)$ exactly, so

$$L(t^*+\delta,\lambda^*+\varepsilon)-E^*=\varepsilon\cdot A\delta+\tfrac12\,\delta\cdot K\delta+O(\delta^3,\varepsilon\delta^2). \tag{8}$$

The error is second order in the pair $(\delta,\varepsilon)$. It is $O(\delta^2)$ for every direction of $\delta$ only if $A^{\mathsf T}\varepsilon=O(\delta)$, which for nonsingular $A$ means $\varepsilon=O(\delta)$; for a fixed $\varepsilon$ the linear term is absent only when $\delta$ is orthogonal to $A^{\mathsf T}\varepsilon$. The plain energy is the case $\lambda=0$, $\varepsilon=-\lambda^*$.

Suppose the lambda equations are solved at the unconverged amplitudes, $\eta(t)+A(t)^{\mathsf T}\tilde\lambda=0$. Differentiating (6) gives $\eta(t)+A(t)^{\mathsf T}\lambda^*=K\delta+O(\delta^2)$. Subtracting the second relation from the first gives $A^{\mathsf T}\varepsilon=-K\delta+O(\delta^2)$, so $\varepsilon\cdot A\delta=(A^{\mathsf T}\varepsilon)\cdot\delta=-\delta\cdot K\delta$ and (8) becomes

$$L(t,\tilde\lambda)-E^*=-\tfrac12\,\delta\cdot K\delta+O(\delta^3). \tag{9}$$

The error has the size of (6) and the opposite sign. Since $\tilde\lambda\cdot R=-\eta(t)\cdot A(t)^{-1}R$, this is the linear estimate of the energy after a Newton step $-A^{-1}R$.

A cheaper choice is $\lambda=t$. Write $H=F+W$ with canonical Hartree–Fock orbitals, so that $[F,\tau_\mu]=D_\mu\tau_\mu$, with $D_\mu$ the sum of virtual minus the sum of occupied orbital energies. To lowest order in $W$, $A=D$ is diagonal, $R_\mu=\langle\mu|H|0\rangle+D_\mu t_\mu$ and $\eta_\mu=\langle0|H|\mu\rangle$, and these two matrix elements are equal for real orbitals. Both $R=0$ and (5) then give $t_\mu=\lambda_\mu=-\langle\mu|H|0\rangle/D_\mu$. They still agree at second order. The first-order part of $A$ that acts on the first-order doubles is $\langle\mu|W|\nu\rangle-\langle0|W|0\rangle\delta_{\mu\nu}$, a symmetric matrix, so it gives the same correction in both sets of equations. Terms quadratic in the amplitudes enter only at third order, where $t^*$ and $\lambda^*$ begin to differ. With $\lambda=t^*$, $\varepsilon=t^*-\lambda^*$ is a fixed vector, and (8) leaves a linear error $(t^*-\lambda^*)\cdot A\delta$. To first order it is bounded by $\|t^*-\lambda^*\|\,\|R\|$, against $\|\lambda^*\|\,\|R\|$ for the plain energy, so the bound is reduced when correlation is weak; the error need not be smaller in every direction, since for $\delta\perp\eta$ the plain energy has no linear term at all. Using the current $t$ in place of $t^*$ adds $\delta\cdot R=O(\delta^2)$ and does not change the order.

Evaluating the expectation value of $|\psi\rangle=e^T|0\rangle$ does not restore the rule either. With $\partial|\psi\rangle/\partial t_\nu=\tau_\nu|\psi\rangle$, the quotient rule for $Q=\langle\psi|H|\psi\rangle/\langle\psi|\psi\rangle$ gives $\partial Q/\partial t_\nu=2\langle\psi|\tau_\nu^\dagger(H-Q)|\psi\rangle/\langle\psi|\psi\rangle$. The amplitudes $t^*$ solve $R=0$, a different set of equations, so this gradient is in general nonzero at $t^*$. It vanishes when $\psi$ is an eigenvector, as for CCSD with two electrons, and even then the projected energy remains linear by (3).

**What "converged to $10^{-4}$" measures**

A program cannot see $\delta$. It sees the residual or the step. For the Jacobi iteration $t_{k+1}=t_k-D^{-1}R(t_k)$, subtracting $t^*$ gives $\delta_{k+1}=(1-D^{-1}A)\delta_k+O(\delta^2)$. Once one real eigenvalue $\rho$ with $0<\rho<1$ dominates, $\delta_k=\rho\,\delta_{k-1}$, the step is $t_k-t_{k-1}=\delta_k-\delta_k/\rho$, and

$$\|\delta_k\|=\frac{\rho}{1-\rho}\,\|t_k-t_{k-1}\|. \tag{10}$$

For $\rho>\tfrac12$ the true error exceeds the last step. The energy error $\eta\cdot\delta_k$ shrinks by $\rho$ per iteration, where a variational energy would shrink by $\rho^2$, and the same algebra shows that the remaining energy error is $\rho/(1-\rho)$ times the magnitude of the last energy change. Extrapolation such as DIIS changes the size and direction of $\delta_k$ but not the relation (3) between $\delta$ and the energy.

**Numbers for N₂**

The chosen system is N₂ in the STO-3G basis at a bond length of 2.074 bohr, close to the experimental equilibrium value (the minimum in this small basis lies at a longer bond), with both 1s cores frozen and symmetry-adapted orbitals. Ten electrons in eight spatial orbitals give 3136 determinants with zero spin projection and 315 amplitudes. $H$ and every $\tau_\mu$ were built as explicit matrices in that space, so $E$, $R$ and $L$ were evaluated from their definitions, and $t^*$ was obtained by Newton iteration. The Hartree–Fock energy is $-107.49584213$ hartree. The CCSD correlation energy is $-0.1527003236$ hartree, against $-0.1527003237$ from an independent conventional CCSD code, and full CI by Lanczos diagonalization gives $-0.1565835789$ with reference coefficient 0.95780. The integral formula for $\eta$ agreed with the operator value, (3) held for a large random $\delta$, and $A$ and $K$ agreed with finite differences of $R$ and $L$. The multipliers were tested with $V$ equal to the number of electrons in virtual orbitals: the response formula and a central difference of re-solved CCSD energies both give 0.15968614.

The norms are $\|t^*\|=0.28571$ (singles 0.01436), $\|\lambda^*\|=0.27992$, $\|t^*-\lambda^*\|=0.01128$, $\|\eta\|=0.58373$ hartree (singles 0.00069) and $\|\eta\|_1=3.46388$ hartree, with largest element 0.18743 hartree. The last two depend on the choice of orbitals within the degenerate $\pi$ pairs. For $\|\delta\|=10^{-4}$ the worst error is $0.58373\times10^{-4}=5.837\times10^{-5}$ hartree, about 5800 times the expected $10^{-8}$. With every element allowed $10^{-4}$ it is $3.464\times10^{-4}$ hartree. A guarantee of $10^{-8}$ hartree needs $\|\delta\|\le10^{-8}/0.58373=1.713\times10^{-8}$. One random direction of length $10^{-4}$ gave $-3.538\times10^{-6}$ hartree, close in size to the typical value $5.837\times10^{-5}/\sqrt{315}=3.3\times10^{-6}$, and the same direction with its $\eta$ component removed gave $-2.112\times10^{-11}$ hartree.

Errors in hartree for $\delta=s\,\eta/\|\eta\|$:

| $s$ | $E$ | $L(\lambda^*)$ | $L(\tilde\lambda)$ | $L(\lambda=t^*)$ |
|---|---|---|---|---|
| 1e-2 | +5.837e-3 | +6.255e-7 | −6.324e-7 | −7.196e-5 |
| 1e-3 | +5.837e-4 | +6.255e-9 | −6.262e-9 | −7.257e-6 |
| 1e-4 | +5.837e-5 | +6.255e-11 | −6.256e-11 | −7.263e-7 |
| 1e-5 | +5.837e-6 | +6.255e-13 | −6.256e-13 | −7.263e-8 |

The logarithmic slopes between $s=10^{-3}$ and $10^{-4}$ are 1.000, 2.000, 2.000 and 1.000. The second and third columns of errors follow (6) and (9) with the separately computed $\tfrac12\,d\cdot Kd=0.00626$ hartree for the unit vector $d=\eta/\|\eta\|$. The last follows $(t^*-\lambda^*)\cdot Ad=-0.00726$ hartree, a slope smaller than $\|\eta\|$ by $0.58373/0.00726\approx80$ in this direction but still linear; the ratio of the bounds in terms of $\|R\|$ is only $0.27992/0.01128\approx25$. The eigenvalues of $K$ run from $-0.1740$ to $+0.7162$ hartree.

For contrast, the full-CI vector was displaced along $\sum_\mu\eta_\mu|\mu\rangle$, orthogonalized to $c_0$ and normalized. Here $\langle d|H|d\rangle-E_0=2.87009$ hartree, so (1) gives $2.870\times10^{-8}$ hartree at $s=10^{-4}$, as computed directly. This is the rule of thumb, with a prefactor near three. The projected energy (2) of the same vector has slope 0.63061 hartree and error $6.306\times10^{-5}$ hartree. The quotient $Q$ at the CCSD amplitudes is $-0.15432677$ hartree, above full CI as it must be, and its gradient norm of 0.02624 hartree allows an error of $2.6\times10^{-6}$ hartree at $\|\delta\|=10^{-4}$.

The Jacobi iteration was started from $t=0$. The rows are the first iterations $k$ at which the step norm falls below $10^{-2},10^{-3},\dots,10^{-6}$, with energy errors in hartree and $L$ taken at $\lambda^*$:

| $k$ | step | $\lVert\delta\rVert$ | $E-E^*$ | $L-E^*$ |
|---|---|---|---|---|
| 4 | 9.70e-3 | 1.35e-2 | +1.276e-3 | −6.06e-6 |
| 9 | 6.57e-4 | 9.28e-4 | +8.067e-5 | −2.97e-8 |
| 13 | 7.73e-5 | 1.09e-4 | +9.374e-6 | −4.16e-10 |
| 17 | 9.11e-6 | 1.29e-5 | +1.098e-6 | −5.81e-12 |
| 22 | 6.30e-7 | 8.92e-7 | +7.566e-8 | −2.79e-14 |

The row $k=13$ is your situation. The step passes the $10^{-4}$ test while the true error is still $1.09\times10^{-4}$. From iteration 20 to 21 $\|\delta\|$ falls by the factor 0.5861, so (10) predicts $\|\delta\|=(0.5861/0.4139)\times7.73\times10^{-5}=1.416\times7.73\times10^{-5}=1.09\times10^{-4}$. The energy error falls by 0.5857 over the same iteration, the same rate, where the square would be 0.34. The quadratic rule suggests $(1.09\times10^{-4})^2=1.2\times10^{-8}$ hartree, and the actual error of $9.374\times10^{-6}$ hartree is about 800 times larger. The estimate (7) gives $-\lambda^*\cdot R=9.374\times10^{-6}$ hartree, and with $\|R\|=8.01\times10^{-5}$ hartree the bound $\|\lambda^*\|\|R\|=0.27992\times8.01\times10^{-5}=2.2\times10^{-5}$ hartree holds with a factor of about two to spare.

The iteration is milder than the worst case. At iteration 20 the ratio $(E-E^*)/\|\delta\|$ is 0.0849 hartree, so the cosine between $\eta$ and the error at that iteration, which is dominated by the slowest mode present in it, is $0.0849/0.58373=0.145$. Reaching $10^{-8}$ hartree needs $\|\delta\|=10^{-8}/0.0849=1.2\times10^{-7}$, which takes $\ln(9.374\times10^{-6}/10^{-8})/\ln(1/0.5857)=6.84/0.535\approx13$ iterations beyond the thirteenth. A step threshold of $10^{-6}$ is not yet enough, since it leaves $7.566\times10^{-8}$ hartree. The Lagrangian is inside $10^{-8}$ at $k=13$, with coefficient $-4.16\times10^{-10}/(1.09\times10^{-4})^2\approx-0.035$ hartree. It lies below $E^*$ along the iteration and above $E^*$ along $\eta$, so the absence of a bound shows up in directions that respect spatial and spin symmetry.

**Conditions and practice**

Everything from (5) on assumes an invertible $A$. If an excitation energy approaches zero, $A^{-1}$ grows, a small residual no longer implies a small $\delta$, $\lambda^*$ can become large, and the range of $\delta$ in which (6) and (7) describe the error can shrink. If that excitation has a different symmetry from the ground state, it does not couple to $\eta$ or to a symmetric $\delta$, and these formulas still apply within the symmetric subspace. Equation (3) is exact in either case.

For a target energy accuracy $\epsilon_E$, converge the residual norm to about $\epsilon_E/\|t\|$, using (7) with $\|\lambda^*\|\approx\|t^*\|$, an approximation that holds when correlation is weak enough for the low-order equality to be a guide (0.280 against 0.286 here). This matters most for finite-difference gradients and force constants, where the energy error is divided by the displacement or its square. The fully quadratic correction costs a solution of the lambda equations, a linear system of the same dimension as the amplitude equations, so for an energy alone further amplitude iterations are the direct remedy. The term $t\cdot R$ costs one dot product and serves as an estimate, with reversed sign, of the error that remains in $E$ when $t^*\approx\lambda^*$. To first order it is off by at most $\|t^*-\lambda^*\|\,\|R\|$, which at $k=13$ is $0.01128\times8.01\times10^{-5}=9.0\times10^{-7}$ hartree against an error of $9.374\times10^{-6}$ hartree.

## Table of computed values

```
N2 STO-3G, R = 2.074 bohr, frozen 1s; determinants 3136, amplitudes 315
E(RHF) = -107.49584213 Eh
Ecorr(CCSD) = -0.1527003236 Eh, PySCF -0.1527003237 Eh
Ecorr(FCI) = -0.1565835789 Eh, reference coefficient c00 = 0.95780
|t*| = 0.28571, |t1*| = 0.01436 (dimensionless)
|lam*| = 0.27992, |t*-lam*| = 0.01128 (dimensionless)
|eta|_2 = 0.58373 Eh, singles part 0.00069 Eh
|eta|_1 = 3.46388 Eh, max |eta_mu| = 0.18743 Eh
worst dE, |delta|_2 = 1e-4: 5.837e-05 Eh
worst dE, every element 1e-4: 3.464e-04 Eh
|delta|_2 needed for worst-case 1e-8 Eh: 1.713e-08
dE, random direction, 1e-4: -3.538e-06 Eh
dE, direction orthogonal to eta, 1e-4: -2.112e-11 Eh
virtual occupation: from lam 0.15968614, finite diff 0.15968614
K eigenvalues: min -0.1740 Eh, max 0.7162 Eh
along eta: (1/2)dKd = 0.00626 Eh, (t*-lam*)Ad = -0.00726 Eh
FCI: <d|H|d>-E0 = 2.87009 Eh, projected slope = 0.63061 Eh
Rayleigh quotient at t*: -0.15432677 Eh, gradient norm 0.02624 Eh
errors (Eh) along eta: s, E, L(lam*), L(lam(t)), L(lam=t*), FCI var, FCI proj
1e-02 +5.837e-03 +6.255e-07 -6.324e-07 -7.196e-05 +2.870e-04 +6.289e-03
1e-03 +5.837e-04 +6.255e-09 -6.262e-09 -7.257e-06 +2.870e-06 +6.304e-04
1e-04 +5.837e-05 +6.255e-11 -6.256e-11 -7.263e-07 +2.870e-08 +6.306e-05
1e-05 +5.837e-06 +6.255e-13 -6.256e-13 -7.263e-08 +2.870e-10 +6.306e-06
log-log slopes: 1.000 2.000 2.000 1.000 2.000 1.000
Jacobi: thr, iter, |step|, |delta|, |R|/Eh, dE/Eh, -lam.R/Eh, dL/Eh
1e-02  4 9.70e-03 1.35e-02 1.02e-02 +1.276e-03 +1.282e-03 -6.06e-06
1e-03  9 6.57e-04 9.28e-04 6.82e-04 +8.067e-05 +8.070e-05 -2.97e-08
1e-04 13 7.73e-05 1.09e-04 8.01e-05 +9.374e-06 +9.374e-06 -4.16e-10
1e-05 17 9.11e-06 1.29e-05 9.44e-06 +1.098e-06 +1.098e-06 -5.81e-12
1e-06 22 6.30e-07 8.92e-07 6.53e-07 +7.566e-08 +7.566e-08 -2.79e-14
iter 20->21 ratio: |delta| 0.5861, dE 0.5857
iter 20: dE/|delta| = 0.0849 Eh
```
